**Local absorption in a resist film: squared electric field against net flux**

The program examines the absorbed power density \(Q=\tfrac12\omega\varepsilon_0\varepsilon''|E|^2=-dS/dz\), where \(S\) is the net Poynting flux, \(\varepsilon''\) the imaginary part of the relative permittivity and \(\alpha\) the absorption coefficient. It integrates the wave equation numerically through a 150 nm film on silicon and asserts that the field and the loss of flux agree with the closed-form two-wave solution. Further assertions cover the energy balance, the single travelling wave for which \(Q=\alpha S\), the period average of the summed one-way fluxes, and the perfect-mirror limit. The work done on a driven, damped electron and the flux loss of oblique p-polarized waves are also tested. The output shows that \(Q/(\alpha S)\) is 6.56 at the deepest antinode and 0.17 at the deepest node. Integrated over the film, \(\alpha S\) accounts for 0.077 of the incident energy, whereas the film absorbs 0.234. The remaining lines give estimates, from rough inputs, of acid diffusion, bleaching, heating, laser bandwidth and magnetic-dipole absorption.

## Program and output

```python
"""
Result under test: in a non-magnetic absorber of index N = n + i*kappa,
the absorbed power density is Q = (1/2)*omega*eps0*Im(N^2)*|E|^2 = -dS/dz.
It equals alpha*S (alpha = 4*pi*kappa/wavelength, S = net Poynting flux)
for one travelling wave, but not locally when a reflected wave is present.

Symbols: E is the complex peak field relative to the incident field, with
time factor exp(-i*omega*t); z is depth in nm; flux is relative to incident
flux; q is absorbed power density / incident flux, in 1/nm.
rho is the backward/forward field ratio at a given depth.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import solve_ivp, quad, trapezoid
from scipy.signal import argrelextrema

# Rough typical values: 193 nm resist on bare silicon, dry exposure
wavelength = 193.0
n, kappa = 1.7, 0.02
N_film = n + 1j * kappa
N_sub = 0.9 + 2.8j
thickness = 150.0
dose = 0.020                       # J/cm^2
k0 = 2 * np.pi / wavelength
alpha = 2 * k0 * kappa
period = wavelength / (2 * n)
z = np.linspace(0.0, thickness, 3001)


def integrate_film(index, substrate):
    """Integrate the wave equation upwards from an outgoing substrate wave."""
    def rhs(depth, y):
        return [y[1], -(k0 * index) ** 2 * y[0]]
    sol = solve_ivp(rhs, (thickness, 0.0), [1 + 0j, 1j * k0 * substrate],
                    method="DOP853", t_eval=z[::-1], rtol=1e-11,
                    atol=1e-13, max_step=2.0)
    assert sol.success
    field, slope = sol.y[0][::-1], sol.y[1][::-1]
    incident = 0.5 * (field[0] + slope[0] / (1j * k0))
    return field / incident, slope / incident


def net_flux(field, slope):
    return np.imag(np.conj(field) * slope) / k0


# Numerical field, flux and flux loss
E_num, dE_num = integrate_film(N_film, N_sub)
S = net_flux(E_num, dE_num)
loss = -np.gradient(S, z, edge_order=2)

# Closed-form film solution
r01 = (1 - N_film) / (1 + N_film)
r12 = (N_film - N_sub) / (N_film + N_sub)
round_trip = np.exp(2j * k0 * N_film * thickness)
A = 2 / (1 + N_film) / (1 + r01 * r12 * round_trip)
B = A * r12 * round_trip
forward = A * np.exp(1j * k0 * N_film * z)
backward = B * np.exp(-1j * k0 * N_film * z)
E = forward + backward
q = alpha * n * np.abs(E) ** 2
rho = backward / forward
R = abs((r01 + r12 * round_trip) / (1 + r01 * r12 * round_trip)) ** 2

assert np.max(np.abs(E - E_num)) < 1e-7
# Central differences on a 0.05 nm grid: relative error of order 1e-5
inside = slice(1, -1)
assert np.max(np.abs(loss - q)[inside]) < 1e-4 * q.max()

# Local ratio Q/(alpha*S), two-wave formula against numerical flux and loss
ratio = np.abs(1 + rho) ** 2 / (
    1 - np.abs(rho) ** 2 + 2 * kappa / n * rho.imag)
assert np.allclose((loss / (alpha * S))[inside], ratio[inside],
                   rtol=1e-3, atol=1e-4)


# Energy balance: quadrature of |E|^2 against reflected and transmitted flux
def q_at(depth):
    value = (A * np.exp(1j * k0 * N_film * depth)
             + B * np.exp(-1j * k0 * N_film * depth))
    return alpha * n * abs(value) ** 2


absorbed = quad(q_at, 0, thickness, epsabs=1e-12, epsrel=1e-10)[0]
transmitted = N_sub.real * abs(E_num[-1]) ** 2
assert abs(1 - R - transmitted - absorbed) < 1e-7
naive_absorbed = trapezoid(alpha * S, z)

# One travelling wave: the familiar rule must hold
E_one, dE_one = integrate_film(N_film, N_film)
S_one = net_flux(E_one, dE_one)
loss_one = -np.gradient(S_one, z, edge_order=2)
assert np.allclose(loss_one[inside], alpha * S_one[inside], rtol=1e-5)

# Summed one-way fluxes: correct mean over one fringe period
two_stream = alpha * n * (np.abs(forward) ** 2 + np.abs(backward) ** 2)
z_period = np.linspace(thickness - period, thickness, 2001)
mean_streams = trapezoid(np.interp(z_period, z, two_stream), z_period) / period
mean_loss = (np.interp(thickness - period, z, S) - S[-1]) / period
assert abs(mean_streams / mean_loss - 1) < 1e-4

# Deepest antinode and node inside the film
maxima = argrelextrema(q, np.greater)[0]
minima = argrelextrema(q, np.less)[0]
hi, lo = maxima[-1], minima[-1]
assert np.allclose(np.diff(z[maxima]), period, atol=0.3)
for index, sign in ((hi, 1), (lo, -1)):
    size = abs(rho[index])
    limit = (1 + sign * size) / (1 - sign * size)
    assert abs(loss[index] / (alpha * S[index]) / limit - 1) < 0.01

# Perfect mirror: net flux at the first antinode, from the field itself
s_mirror = wavelength / (4 * n)
k_film = k0 * N_film
E_mirror = np.sin(k_film * s_mirror)
S_mirror = net_flux(E_mirror, -k_film * np.cos(k_film * s_mirror))
q_mirror = alpha * n * abs(E_mirror) ** 2
mirror_fraction = alpha * S_mirror / q_mirror
assert abs(mirror_fraction / (alpha * s_mirror / 2) - 1) < 0.01

# Driven bound electron in atomic units: work from its equation of motion
photon_J = const.h * const.c / (wavelength * 1e-9)
omega = photon_J / const.physical_constants["Hartree energy"][0]
omega_0, damping = 0.30, 0.05
cycle = 2 * np.pi / omega
response = 1 / (omega_0**2 - omega**2 - 1j * damping * omega)
for amplitude in (abs(E[lo]), abs(E[hi])):
    def electron(t, y):
        force = amplitude * np.cos(omega * t)
        return [y[1], force - damping * y[1] - omega_0**2 * y[0],
                force * y[1]]
    sol = solve_ivp(electron, (0, 41 * cycle), [0.0, 0.0, 0.0],
                    method="DOP853", t_eval=[40 * cycle, 41 * cycle],
                    rtol=1e-10, atol=1e-12)
    power = (sol.y[2, 1] - sol.y[2, 0]) / cycle
    expected = 0.5 * omega * response.imag * amplitude**2
    assert abs(power / expected - 1) < 1e-5

# Oblique p-polarized waves: total |E|^2 against flux loss, then contrast
aperture = 0.75
theta = np.arcsin(aperture / n)


def p_waves(index, reflected):
    eps = index**2
    kx = k0 * aperture
    kz = np.sqrt(eps * k0**2 - kx**2 + 0j)
    down = np.exp(1j * kz * z)
    up = reflected * np.exp(-1j * kz * z)
    H = down + up
    Ex = kz * (down - up) / (k0 * eps)
    Ez = -kx * H / (k0 * eps)
    return np.abs(Ex)**2 + np.abs(Ez)**2, np.real(Ex * np.conj(H))


E2_p, S_p = p_waves(N_film, 0.5)
q_p = k0 * (N_film**2).imag * E2_p
loss_p = -np.gradient(S_p, z, edge_order=2)
assert np.max(np.abs(loss_p - q_p)[inside]) < 1e-4 * q_p.max()
E2_real, _ = p_waves(n, 0.5)
contrast = (E2_real.max() - E2_real.min()) / (E2_real.max() + E2_real.min())
p_factor = contrast / (2 * 0.5 / (1 + 0.5**2))
assert abs(p_factor - abs(np.cos(2 * theta))) < 1e-4

# Acid diffusion: Gaussian average of a fringe
blur = 10.0                       # standard deviation in nm, rough
fringe_k = 2 * np.pi / period
blur_factor = quad(lambda u: np.exp(-u*u/(2*blur**2)) * np.cos(fringe_k*u)
                   / (blur*np.sqrt(2*np.pi)), -10*blur, 10*blur)[0]
assert abs(blur_factor - np.exp(-(fringe_k * blur)**2 / 2)) < 1e-7

# Upper estimates for bleaching and heating, from rough inputs
to_density = dose * 1e7           # converts q in 1/nm to J/cm^3
absorber_density = 3.0            # monomer units per nm^3
photons = absorbed / thickness * to_density / photon_J * 1e-21
bleached = photons / absorber_density
N_bleached = n + 1j * kappa * (1 - bleached)
E_bl, dE_bl = integrate_film(N_bleached, N_sub)
S_bl = net_flux(E_bl, dE_bl)
ratio_bl = n * abs(E_bl[hi])**2 / S_bl[hi]
pulses, heat_capacity = 40, 1.5   # heat capacity in J/(cm^3 K)
heating = q.max() * to_density / pulses / heat_capacity
bandwidth = 0.0003                # nm
phase_spread = 4 * np.pi * n * thickness * bandwidth / wavelength**2

print(f"Wavelength: {wavelength:.1f} nm")
print(f"Photon energy: {photon_J / const.e:.3f} eV")
print(f"Resist index n, kappa: {n:.2f}, {kappa:.3f}")
print(f"Silicon index n, kappa: {N_sub.real:.2f}, {N_sub.imag:.2f}")
print(f"Resist thickness: {thickness:.1f} nm")
print(f"Incident dose: {dose * 1000:.1f} mJ/cm^2")
print(f"Absorption coefficient: {alpha * 1000:.4f} 1/um")
print(f"Fringe period: {period:.2f} nm")
print(f"Resist/silicon field reflection magnitude: {abs(r12):.4f}")
print(f"Resist/silicon reflection phase: {np.degrees(np.angle(r12)):.2f} deg")
print(f"Forward amplitude |A| at film top: {abs(A):.4f}")
print(f"Backward amplitude |B| at film top: {abs(B):.4f}")
for label, i in (("Antinode", hi), ("Node", lo)):
    print(f"{label} depth: {z[i]:.2f} nm")
    print(f"{label} |rho|: {abs(rho[i]):.4f}")
    print(f"{label} |E/E_incident|^2: {abs(E[i])**2:.4f}")
    print(f"{label} net flux / incident flux: {S[i]:.4f}")
    print(f"{label} true absorbed energy: {q[i] * to_density:.2f} J/cm^3")
    print(f"{label} alpha*S estimate: {alpha*S[i]*to_density:.2f} J/cm^3")
    print(f"{label} summed-flux estimate: "
          f"{two_stream[i] * to_density:.2f} J/cm^3")
    print(f"{label} true / alpha*S: {q[i] / (alpha * S[i]):.4f}")
print(f"True absorption, antinode / node: {q[hi] / q[lo]:.2f}")
print(f"alpha*S estimate, antinode / node: {S[hi] / S[lo]:.4f}")
print(f"Reflected fraction: {R:.4f}")
print(f"Film absorbed fraction: {absorbed:.4f}")
print(f"Silicon absorbed fraction: {transmitted:.4f}")
print(f"Integral of alpha*S over film: {naive_absorbed:.4f}")
print(f"True film absorption / that integral: {absorbed/naive_absorbed:.4f}")
print(f"Mirror first antinode distance: {s_mirror:.2f} nm")
print(f"Mirror antinode alpha*S / true: {mirror_fraction:.5f}")
print(f"Acid blur, standard deviation: {blur:.1f} nm")
print(f"Fringe amplitude left after blur: {blur_factor:.4f}")
print(f"Oblique example, numerical aperture: {aperture:.2f}")
print(f"Angle in resist: {np.degrees(theta):.2f} deg")
print(f"p-polarized contrast factor: {p_factor:.4f}")
print(f"Oblique fringe period: {period / np.cos(theta):.2f} nm")
print(f"Mean absorbed photons: {photons:.4f} per nm^3")
print(f"Assumed absorber density: {absorber_density:.1f} per nm^3")
print(f"Upper estimate of bleached fraction: {bleached:.4f}")
print(f"Antinode true / alpha*S if so bleached: {ratio_bl:.4f}")
print(f"Assumed pulses per exposure: {pulses}")
print(f"Assumed heat capacity: {heat_capacity:.1f} J/(cm^3 K)")
print(f"Upper estimate of heating per pulse: {heating:.2f} K")
print(f"Assumed laser bandwidth: {bandwidth * 1000:.1f} pm")
print(f"Fringe phase spread from bandwidth: {phase_spread:.2e} rad")
print(f"Magnetic/electric dipole absorption, order: {const.alpha**2:.1e}")
print("all good")
```

It prints:

```
Wavelength: 193.0 nm
Photon energy: 6.424 eV
Resist index n, kappa: 1.70, 0.020
Silicon index n, kappa: 0.90, 2.80
Resist thickness: 150.0 nm
Incident dose: 20.0 mJ/cm^2
Absorption coefficient: 1.3022 1/um
Fringe period: 56.76 nm
Resist/silicon field reflection magnitude: 0.7542
Resist/silicon reflection phase: -121.27 deg
Forward amplitude |A| at film top: 0.6930
Backward amplitude |B| at film top: 0.4299
Antinode depth: 130.85 nm
Antinode |rho|: 0.7356
Antinode |E/E_incident|^2: 1.2200
Antinode net flux / incident flux: 0.3160
Antinode true absorbed energy: 540.18 J/cm^3
Antinode alpha*S estimate: 82.30 J/cm^3
Antinode summed-flux estimate: 276.36 J/cm^3
Antinode true / alpha*S: 6.5639
Node depth: 102.55 nm
Node |rho|: 0.7090
Node |E/E_incident|^2: 0.0356
Node net flux / incident flux: 0.3553
Node true absorbed energy: 15.76 J/cm^3
Node alpha*S estimate: 92.55 J/cm^3
Node summed-flux estimate: 279.58 J/cm^3
Node true / alpha*S: 0.1703
True absorption, antinode / node: 34.27
alpha*S estimate, antinode / node: 0.8892
Reflected fraction: 0.4866
Film absorbed fraction: 0.2340
Silicon absorbed fraction: 0.2794
Integral of alpha*S over film: 0.0771
True film absorption / that integral: 3.0369
Mirror first antinode distance: 28.38 nm
Mirror antinode alpha*S / true: 0.01848
Acid blur, standard deviation: 10.0 nm
Fringe amplitude left after blur: 0.5419
Oblique example, numerical aperture: 0.75
Angle in resist: 26.18 deg
p-polarized contrast factor: 0.6107
Oblique fringe period: 63.25 nm
Mean absorbed photons: 0.3032 per nm^3
Assumed absorber density: 3.0 per nm^3
Upper estimate of bleached fraction: 0.1011
Antinode true / alpha*S if so bleached: 6.6401
Assumed pulses per exposure: 40
Assumed heat capacity: 1.5 J/(cm^3 K)
Upper estimate of heating per pulse: 9.26 K
Assumed laser bandwidth: 0.3 pm
Fringe phase spread from bandwidth: 2.58e-05 rad
Magnetic/electric dipole absorption, order: 5.3e-05
all good
```
